# The Fang–Howard trial function in a hard-wall triangular well: test program

```python
# Result under test: for an electron at z > 0 in V = e F z with a hard wall at
# z = 0, the optimized trial function z exp(-b z/2) has b = 6**(1/3)/ell and
# energy (3/4) 6**(2/3) e F ell, about 5.9 percent above the exact a1 e F ell.
# ell = (hbar^2/(2 m e F))**(1/3); -a1 is the first zero of the Airy function Ai.
# Physical calculations use eV and nm; "kinetic" means hbar^2/(2m) in eV nm^2.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import airy, ai_zeros


def integral(function, upper):
    return quad(function, 0, upper, limit=300, epsabs=1e-12, epsrel=1e-11)[0]


def mean_energies(b, kinetic, force, power=1):
    """Kinetic and potential means for z exp(-(b z)**power / 2)."""
    upper = 60 / b if power == 1 else 12 / b

    def wave(z):
        return z * np.exp(-(b * z)**power / 2)

    def slope(z):
        return (1 - power * (b * z)**power / 2) * np.exp(-(b * z)**power / 2)

    norm = integral(lambda z: wave(z)**2, upper)
    t = kinetic * integral(lambda z: slope(z)**2, upper) / norm
    v = force * integral(lambda z: z * wave(z)**2, upper) / norm
    return t, v


def optimize(kinetic, force, power=1):
    length = (kinetic / force)**(1 / 3)
    found = minimize_scalar(
        lambda b: sum(mean_energies(b, kinetic, force, power)),
        bounds=(0.2 / length, 6 / length), method="bounded",
        options={"xatol": 1e-9})
    return found.x, found.fun


def grid_levels(potential, step, kinetic, count):
    """Lowest states between hard walls, from finite differences."""
    diagonal = 2 * kinetic / step**2 + potential
    off = np.full(len(potential) - 1, -kinetic / step**2)
    return eigh_tridiagonal(diagonal, off, select="i",
                            select_range=(0, count - 1))


# ---- Dimensionless problem: kinetic = force = 1
a1, a2 = -ai_zeros(2)[0]
b_formula = 6**(1 / 3)
e_formula = 0.75 * 6**(2 / 3)
b_found, e_found = optimize(1.0, 1.0)
assert abs(b_found - b_formula) < 1e-5
assert abs(e_found - e_formula) < 1e-8
for b_test in (0.7, 1.4, 3.1):
    t_test, v_test = mean_energies(b_test, 1.0, 1.0)
    assert abs(t_test - b_test**2 / 4) < 1e-8
    assert abs(v_test - 3 / b_test) < 1e-8
    assert t_test + v_test > e_found
step = 0.01
x = step * np.arange(1, 1600)
levels = grid_levels(x, step, 1.0, 2)[0]
assert np.allclose(levels, [a1, a2], atol=1e-4)  # second-order grid error
excess = e_found / levels[0] - 1
assert abs(excess - (e_formula / a1 - 1)) < 1e-4
assert 0.0585 < excess < 0.0595

# Exact averages, overlap and the role of the exponential factor
exact_norm = integral(lambda s: airy(s - a1)[0]**2, 25)
exact_z = integral(lambda s: s * airy(s - a1)[0]**2, 25) / exact_norm
exact_t = integral(lambda s: airy(s - a1)[1]**2, 25) / exact_norm
exact_t2 = integral(lambda s: ((a1 - s) * airy(s - a1)[0])**2, 25) / exact_norm
t_best, z_best = mean_energies(b_found, 1.0, 1.0)
assert abs(exact_z - 2 * a1 / 3) < 1e-7 and abs(exact_t - a1 / 3) < 1e-7
assert abs(exact_t2 - a1**2 / 5) < 1e-7
assert abs(t_best - e_found / 3) < 1e-5
assert abs(z_best - 2 * e_found / 3) < 1e-5
overlap = integral(lambda s: np.sqrt(b_formula**3 / 2) * s
                   * np.exp(-b_formula * s / 2) * airy(s - a1)[0], 25)
overlap_squared = overlap**2 / exact_norm
loss_bound = (e_formula - a1) / (a2 - a1)
assert 0 < 1 - overlap_squared <= loss_bound
gauss_energy = optimize(1.0, 1.0, power=2)[1]
assert a1 < gauss_energy < e_found
assert gauss_energy - a1 < 0.2 * (e_found - a1)

# ---- Example: rough GaN transistor values
mass, barrier_mass, other_mass = 0.20, 0.30, 0.22
permittivity, field_mv_cm, temperature = 10.0, 1.0, 300.0
barrier, gap, breakdown = 1.8, 3.4, 3.3
channel = 30.0
force = field_mv_cm * 0.1  # eV/nm, since 1 MV/cm = 0.1 V/nm
free_kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
kinetic = free_kinetic / mass
ell = (kinetic / force)**(1 / 3)
unit = force * ell
e_exact, e_trial = a1 * unit, e_formula * unit
b_nm = b_formula / ell
b_si = (12 * mass * const.m_e * const.e * force * 1e9 / const.hbar**2)**(1 / 3)
assert abs(b_si * 1e-9 / b_nm - 1) < 1e-10

# The percentage must not depend on mass or field
for test_mass, test_force in ((mass, force), (0.35, 0.03)):
    test_kinetic = free_kinetic / test_mass
    test_length = (test_kinetic / test_force)**(1 / 3)
    h = 0.011 * test_length
    z = h * np.arange(1, 1500)
    numeric = grid_levels(test_force * z, h, test_kinetic, 1)[0][0]
    trial = optimize(test_kinetic, test_force)[1]
    assert abs(trial / numeric - e_formula / a1) < 1e-4

# Sheet density: the electron-averaged field is half the interface field
def trial_density(z):
    return b_nm**3 / 2 * z**2 * np.exp(-b_nm * z)


half = integral(lambda z: trial_density(z)
                * quad(trial_density, z, 60 / b_nm)[0], 40 / b_nm)
assert abs(half - 0.5) < 1e-6
density = 2 * permittivity * const.epsilon_0 * force * 1e9 / const.e * 1e-18
states = 1 / (2 * np.pi * kinetic)  # two spins, per eV and nm^2
fermi = density / states
thermal = const.k * temperature / const.e

# Penetration into a flat finite barrier
def mismatch(energy):
    ai, ai_slope = airy(-energy / unit)[:2]
    decay = np.sqrt((barrier - energy) * barrier_mass / free_kinetic)
    return ai_slope / (ell * mass) - ai * decay / barrier_mass


e_barrier = brentq(mismatch, 1.02 * unit, e_exact)
h = 0.01
index = np.arange(-299, 1500)
left = np.where(index - 0.5 < 0, free_kinetic / barrier_mass, kinetic)
right = np.where(index + 0.5 < 0, free_kinetic / barrier_mass, kinetic)
potential = np.where(index < 0, barrier, force * h * index)
potential[index == 0] = barrier / 2
check, vector = eigh_tridiagonal((left + right) / h**2 + potential,
                                 -right[:-1] / h**2, select="i",
                                 select_range=(0, 0))
assert abs(check[0] / e_barrier - 1) < 2e-3  # grid error at the step
leak = np.sum(vector[index < 0, 0]**2) + vector[index == 0, 0][0]**2 / 2

# Schroedinger-Poisson solution with thermal filling of the subbands
h = 0.04
z_full = np.linspace(0, channel, round(channel / h) + 1)
h = z_full[1]
profile = trial_density(z_full)


def band_edge(profile):
    enclosed = cumulative_trapezoid(profile, z_full, initial=0)
    local_force = 2 * force * (1 - enclosed / enclosed[-1])
    return cumulative_trapezoid(local_force, z_full, initial=0)


edge = band_edge(profile)
for iteration in range(600):
    sub, waves = grid_levels(edge[1:-1], h, kinetic, 16)

    def filling(mu):
        return states * thermal * np.logaddexp(0, (mu - sub) / thermal)

    mu = brentq(lambda m: filling(m).sum() - density, sub[0] - 1, sub[0] + 2)
    share = filling(mu) / density
    profile = np.concatenate(([0], (waves**2 / h) @ share, [0]))
    new_edge = band_edge(profile)
    change = np.max(np.abs(new_edge - edge))
    if change < 1e-6:
        break
    edge = edge + 0.1 * (new_edge - edge)
assert change < 1e-6
assert share[-1] < 1e-3  # enough subbands kept
waves = waves / np.sqrt(h)
front = (4 * waves[0] - waves[1]) / (2 * h)
back = (4 * waves[-1] - waves[-2]) / (2 * h)
wall_force = kinetic * np.sum(share * (front**2 - back**2))
assert abs(wall_force / force - 1) < 1e-2  # one-sided slope error

# Unscreened exchange at the subband bottom, cold one-subband gas
k_fermi = np.sqrt(2 * np.pi * density)
assert abs(kinetic * k_fermi**2 / fermi - 1) < 1e-10
z = np.linspace(0, 25 / b_nm, 501)
weight = trial_density(z) * z[1]
assert abs(weight.sum() - 1) < 1e-5
distance = np.abs(z[:, None] - z[None, :])
nodes, node_weights = np.polynomial.legendre.leggauss(8)
k_nodes = k_fermi * (nodes + 1) / 2
form = np.array([weight @ np.exp(-k * distance) @ weight for k in k_nodes])
coulomb = const.e / (4 * np.pi * const.epsilon_0 * permittivity) * 1e9
exchange = -coulomb * k_fermi / 2 * np.sum(node_weights * form)

# Nonparabolic band and another effective mass
alpha = (1 - mass)**2 / gap
band_shift = -alpha * exact_t2 * unit**2
other_unit = (free_kinetic / other_mass * force**2)**(1 / 3)
mass_shift = a1 * other_unit - e_exact
bending = edge[-1]
assert 2 * field_mv_cm < breakdown and bending < gap


def show(label, value, unit_name="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit_name}".rstrip())


def show_shift(label, shift):
    print(f"{label}: {1000 * shift:.1f} meV = {100 * shift / e_exact:.1f} %"
          " of exact energy")


show("Airy number a1", a1, digits=5)
show("Airy number a2", a2, digits=5)
show("optimal b times ell", b_found, digits=5)
show("trial energy / (e F ell)", e_found, digits=5)
show("grid ground energy / (e F ell)", levels[0], digits=5)
show("trial energy excess", 100 * (e_formula / a1 - 1), "%", 3)
show("squared overlap", overlap_squared, digits=5)
show("lost overlap", 1 - overlap_squared, digits=5)
show("upper bound on lost overlap", loss_bound, digits=5)
show("Gaussian trial energy / (e F ell)", gauss_energy, digits=5)
show("Gaussian trial excess", 100 * (gauss_energy / a1 - 1), "%", 3)
show("input effective mass", mass, "m_e", 2)
show("input mean field", field_mv_cm, "MV/cm", 2)
show("input relative permittivity", permittivity, digits=1)
show("hbar^2/(2m)", kinetic, "eV nm^2")
show("length ell", ell, "nm")
show("energy unit e F ell", 1000 * unit, "meV", 2)
show("optimal b", b_nm, "1/nm")
show("exact ground energy", 1000 * e_exact, "meV", 2)
show("trial ground energy", 1000 * e_trial, "meV", 2)
show_shift("trial minus exact energy", e_trial - e_exact)
show("exact mean distance", exact_z * ell, "nm", 3)
show("trial mean distance", 3 / b_nm, "nm", 3)
show("sheet density", density * 1e14 / 1e13, "10^13 cm^-2", 3)
show("interface field", 2 * field_mv_cm, "MV/cm", 2)
show("input rough breakdown field", breakdown, "MV/cm", 1)
show("input barrier height", barrier, "eV", 1)
show("input barrier mass", barrier_mass, "m_e", 2)
show("ground energy with finite barrier", 1000 * e_barrier, "meV", 1)
show_shift("finite-barrier shift", e_barrier - e_exact)
show("probability in barrier", 100 * leak, "%", 2)
show("input temperature", temperature, "K", 0)
show("thermal energy", 1000 * thermal, "meV", 1)
show("cold one-subband Fermi energy", 1000 * fermi, "meV", 1)
show("triangular subband spacing", 1000 * (a2 - a1) * unit, "meV", 1)
show("input channel thickness", channel, "nm", 0)
show("self-consistent ground energy", 1000 * sub[0], "meV", 1)
show_shift("self-consistent field shift", sub[0] - e_exact)
show("self-consistent spacing", 1000 * (sub[1] - sub[0]), "meV", 1)
show("self-consistent chemical potential above E1",
     1000 * (mu - sub[0]), "meV", 1)
show("electrons in ground subband", 100 * share[0], "%", 1)
show("total band bending", bending, "eV", 3)
show("input band gap", gap, "eV", 1)
show("mean field from wall force", wall_force * 10, "MV/cm", 3)
show("Fermi wave number", k_fermi, "1/nm", 3)
show_shift("unscreened exchange shift", exchange)
show("nonparabolicity alpha", alpha, "1/eV", 3)
show_shift("nonparabolicity shift", band_shift)
show("input alternative mass", other_mass, "m_e", 2)
show_shift("alternative-mass shift", mass_shift)
print("every check passed")
```

Output:

```
Airy number a1: 2.33811
Airy number a2: 4.08795
optimal b times ell: 1.81712
trial energy / (e F ell): 2.47645
grid ground energy / (e F ell): 2.33810
trial energy excess: 5.917 %
squared overlap: 0.96727
lost overlap: 0.03273
upper bound on lost overlap: 0.07906
Gaussian trial energy / (e F ell): 2.34478
Gaussian trial excess: 0.285 %
input effective mass: 0.20 m_e
input mean field: 1.00 MV/cm
input relative permittivity: 10.0
hbar^2/(2m): 0.1905 eV nm^2
length ell: 1.2396 nm
energy unit e F ell: 123.96 meV
optimal b: 1.4658 1/nm
exact ground energy: 289.84 meV
trial ground energy: 306.99 meV
trial minus exact energy: 17.1 meV = 5.9 % of exact energy
exact mean distance: 1.932 nm
trial mean distance: 2.047 nm
sheet density: 1.105 10^13 cm^-2
interface field: 2.00 MV/cm
input rough breakdown field: 3.3 MV/cm
input barrier height: 1.8 eV
input barrier mass: 0.30 m_e
ground energy with finite barrier: 250.0 meV
finite-barrier shift: -39.8 meV = -13.7 % of exact energy
probability in barrier: 1.10 %
input temperature: 300 K
thermal energy: 25.9 meV
cold one-subband Fermi energy: 132.3 meV
triangular subband spacing: 216.9 meV
input channel thickness: 30 nm
self-consistent ground energy: 398.2 meV
self-consistent field shift: 108.4 meV = 37.4 % of exact energy
self-consistent spacing: 123.3 meV
self-consistent chemical potential above E1: 112.7 meV
electrons in ground subband: 85.4 %
total band bending: 0.587 eV
input band gap: 3.4 eV
mean field from wall force: 1.003 MV/cm
Fermi wave number: 0.833 1/nm
unscreened exchange shift: -80.0 meV = -27.6 % of exact energy
nonparabolicity alpha: 0.188 1/eV
nonparabolicity shift: -3.2 meV = -1.1 % of exact energy
input alternative mass: 0.22 m_e
alternative-mass shift: -9.1 meV = -3.1 % of exact energy
every check passed
```
